**Contact pair density of the uniform electron gas: two closed forms and the high-density slope**

The program examines $g(0)$, the pair-correlation function at zero separation, for the unpolarised electron gas with density parameter $r_s$ in bohr. It compares Overhauser's $32/(8+3r_s)^2$, Yasuhara's $\tfrac12[(z/2)/I_1(z)]^2$ with $z=4\sqrt{\alpha r_s/\pi}$ and $\alpha=(4/9\pi)^{1/3}$, and the high-density law $\tfrac12(1-c\,r_s)$ with $c=(2\alpha/5\pi)(\pi^2+6\ln2-3)$. It asserts that $c$ agrees with a direct quadrature over the Pauli-allowed region, and that Yasuhara's formula agrees with a numerical solution of its integral equation. For the screened pair it asserts the potential, the series coefficients $3/8$ and $383/9600$, and agreement of the power-series solution with a differential-equation solver. It also asserts, at five values of $r_s$, that Overhauser's closed form lies above the zero-energy solution of the same potential. The output gives slopes of 0.7500 for Overhauser, 0.6634 for Yasuhara and 0.7317 for the first-order result. Averaging the screened-pair model over the pair momenta changes its slope to 0.6940, so the closeness of 0.7500 is partly a cancellation.

## Program and output

```python
# Contact value g(0) of the pair-correlation function of the unpolarised
# uniform electron gas, Hartree atomic units.
# Results under test:
#   Overhauser closed form  g(0) = 32/(8+3 rs)^2, from the screened potential
#       V(r) = 1/r - 3/(2 rs) + r^2/(2 rs^3) for r < rs, zero outside;
#   Yasuhara ladder formula g(0) = (1/2) [(z/2)/I1(z)]^2, z = 4 sqrt(alpha rs/pi);
#   exact high-density law  g(0) = (1/2)(1 - c rs),
#       c = (2 alpha/(5 pi)) (pi^2 + 6 ln 2 - 3).
# Symbols: rs = radius of the sphere holding one electron (bohr),
#   alpha = (4/(9 pi))^(1/3), kF = 1/(alpha rs) = Fermi momentum,
#   x = r/rs, kappa = k rs with k = relative momentum of the pair.
import numpy as np
import sympy as sp
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import iv

pi = np.pi
alpha = (4 / (9 * pi)) ** (1 / 3)


def gauss(a, b, n):
    t, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * t + 0.5 * (a + b), 0.5 * (b - a) * w


def g_overhauser(rs):
    return 32 / (8 + 3 * rs) ** 2


def g_yasuhara(rs):
    z = 4 * np.sqrt(alpha * rs / pi)
    return 0.5 * (0.5 * z / iv(1, z)) ** 2


# --- screened potential: formula against explicit sum over charged shells
def potential(r, rs):
    return 1 / r - 3 / (2 * rs) + r**2 / (2 * rs**3)


for r_test in (0.3, 1.1, 1.9):
    shells = quad(lambda s: 3 * s**2 / 2.0**3 / max(s, r_test), 0, 2.0,
                  points=[r_test])[0]
    assert abs(1 / r_test - shells - potential(r_test, 2.0)) < 1e-9

# --- zero-energy perturbation series of 1/psi(0), done symbolically
X, Y = sp.symbols("x y", positive=True)
v_sym = 1 / X - sp.Rational(3, 2) + X**2 / 2
first_coef = sp.integrate(sp.expand(X * v_sym), (X, 0, 1))
source = sp.expand(Y * v_sym.subs(X, Y))
u_first = sp.integrate(sp.expand((X - Y) * source), (Y, 0, X))
second_coef = sp.integrate(sp.expand(v_sym * u_first), (X, 0, 1))
assert first_coef == sp.Rational(3, 8)
assert second_coef == sp.Rational(383, 9600)


# --- two-body model solved by power series u = sum c_n x^n, c_1 = 1
def pair_solution(rs, kappa):
    kappa = np.asarray(kappa, dtype=float)
    c = [np.zeros_like(kappa), np.ones_like(kappa)]
    for n in range(1, 80):
        cubic = c[n - 3] if n >= 3 else 0.0
        c.append((rs * (c[n] - 1.5 * c[n - 1] + 0.5 * cubic)
                  - kappa**2 * c[n - 1]) / (n * (n + 1)))
    u_edge = sum(c)
    slope_edge = sum(n * cn for n, cn in enumerate(c))
    return u_edge, slope_edge


def contact_density(rs, kappa):
    u_edge, slope_edge = pair_solution(rs, kappa)
    return 1 / (slope_edge**2 + np.asarray(kappa) ** 2 * u_edge**2)


for rs_test, kap in ((2.0, 0.0), (5.0, 1.3)):
    x0 = 1e-6
    sol = solve_ivp(
        lambda x, y: [y[1], (rs_test * (1 / x - 1.5 + x * x / 2)
                             - kap**2) * y[0]],
        (x0, 1.0), [x0 + rs_test * x0**2 / 2, 1 + rs_test * x0],
        method="DOP853", rtol=1e-10, atol=1e-13)
    direct = 1 / (sol.y[1, -1] ** 2 + kap**2 * sol.y[0, -1] ** 2)
    assert abs(direct / contact_density(rs_test, kap) - 1) < 1e-6


def g_zero_energy(rs):
    return 0.5 * float(contact_density(rs, 0.0))


h = 1e-3
slope_zero = -(g_zero_energy(h) - g_zero_energy(-h)) / h
assert abs(slope_zero - 0.75) < 1e-5
d_small = 1 / np.sqrt(2 * g_zero_energy(h)) - 1 - 3 * h / 8
assert abs(d_small / h**2 - float(second_coef)) < 1e-4
for rs_test in (0.1, 1.0, 2.0, 5.0, 10.0):
    assert g_zero_energy(rs_test) < g_overhauser(rs_test)

# --- distribution of relative momentum (unit kF) for two filled states
k_nodes, k_weights = gauss(0, 1, 60)
p_k = 24 * k_nodes**2 * (1 - 1.5 * k_nodes + 0.5 * k_nodes**3)
assert abs(np.sum(k_weights * p_k) - 1) < 1e-12
rng = np.random.default_rng(7)


def random_ball(n):
    a = rng.normal(size=(n, 3))
    a /= np.linalg.norm(a, axis=1)[:, None]
    return a * rng.random(n)[:, None] ** (1 / 3)


k_sample = 0.5 * np.linalg.norm(random_ball(400000) - random_ball(400000),
                                axis=1)
for cut in (0.3, 0.5, 0.7):
    cdf = 8 * cut**3 - 9 * cut**4 + 2 * cut**6
    assert abs(np.mean(k_sample < cut) - cdf) < 0.004
mean_inverse = np.sum(k_weights * p_k / (2 * k_nodes))
electrostatic = quad(lambda r: 3 * r**2 * (3 - r**2) / 2, 0, 1)[0]
assert abs(mean_inverse - 1.2) < 1e-10 and abs(electrostatic - 1.2) < 1e-10

kappa_nodes = k_nodes / alpha


def g_averaged(rs):
    return 0.5 * np.sum(k_weights * p_k * contact_density(rs, kappa_nodes))


slope_avg_fd = -(g_averaged(h) - g_averaged(-h)) / h
x_nodes, x_weights = gauss(0, 1, 60)
v_x = 1 / x_nodes - 1.5 + x_nodes**2 / 2
mean_sine = (np.sin(2 * np.outer(x_nodes, kappa_nodes)) / (2 * kappa_nodes)
             ) @ (k_weights * p_k)
slope_avg = 2 * np.sum(x_weights * v_x * mean_sine)
assert abs(slope_avg - slope_avg_fd) < 1e-5


# --- ladder integral equation, hole momenta zero, variable t = kF/k in (0,1)
def L(s):
    return 2 * s + (1 - s**2) * np.log((1 + s) / (1 - s))


def g_ladder(rs, true_kernel, n=300):
    t, w = gauss(0, 1, n)
    s_grid, t_grid = t[:, None], t[None, :]
    if true_kernel:
        gap = np.abs(s_grid - t_grid) + np.eye(n)
        kernel = t_grid / (2 * s_grid) * np.log((s_grid + t_grid) / gap)
        np.fill_diagonal(kernel, 0.0)
        matrix = kernel * w
        # the logarithmic singularity is subtracted and integrated exactly
        matrix[np.diag_indices(n)] = L(t) / (4 * t) - matrix.sum(axis=1)
    else:
        matrix = np.minimum(1.0, (t_grid / s_grid) ** 2) * w
    strength = 2 * alpha * rs / pi
    y = np.linalg.solve(np.eye(n) + strength * matrix, np.ones(n))
    return 0.5 * (1 - strength * np.sum(w * y)) ** 2


for s_test in (0.2, 0.7):
    integral = quad(lambda t: t / (2 * s_test)
                    * np.log((s_test + t) / abs(s_test - t)),
                    0, 1, points=[s_test])[0]
    assert abs(integral - L(s_test) / (4 * s_test)) < 1e-7
for rs_test in (0.1, 1.0, 2.0, 5.0):
    # the kernel has a kink, so the quadrature error falls as 1/n^2
    assert abs(g_ladder(rs_test, False) - g_yasuhara(rs_test)) < 2e-5
    assert abs(g_ladder(rs_test, True)
               - g_ladder(rs_test, True, 150)) < 2e-5
slope_yas = 4 * alpha / pi
assert abs((1 - 2 * g_yasuhara(1e-5)) / 1e-5 - slope_yas) < 1e-4
slope_true_kernel = -(g_ladder(h, True) - g_ladder(-h, True)) / h
assert abs(slope_true_kernel - slope_yas) < 1e-5


# --- exact slope: direct quadrature over the Pauli-allowed region
def allowed_pairs(q):
    if q < 2:
        z1, w1 = gauss(-q / 2, 1 - q, 40)
        z2, w2 = gauss(1 - q, 1, 40)
        z = np.concatenate((z1, z2))
        w = np.concatenate((w1, w2))
    else:
        z, w = gauss(-1, 1, 60)
    blocked = np.maximum(0.0, 1 - (z + q) ** 2)
    area = pi * (1 - z**2 - blocked)
    a = w * area
    e = z + q / 2
    return np.sum(a[:, None] * a[None, :] / (e[:, None] + e[None, :]))


q_in, w_in = gauss(0, 2, 80)
t_out, w_out = gauss(0, 1, 80)
J_direct = 4 * pi * (
    sum(w * allowed_pairs(q) / q for q, w in zip(q_in, w_in))
    + sum(w * allowed_pairs(2 / t) / t for t, w in zip(t_out, w_out)))
slope_direct = 9 * alpha * J_direct / (16 * pi**4)
slope_exact = 2 * alpha / (5 * pi) * (pi**2 + 6 * np.log(2) - 3)
assert abs(slope_direct / slope_exact - 1) < 2e-5

int_L2 = quad(lambda s: L(s) ** 2, 0, 1)[0]
int_s2L = quad(lambda s: s**2 * L(s), 0, 1)[0]
assert abs(int_L2 - (4 / 3 + 8 * pi**2 / 45)) < 1e-8
assert abs(int_s2L - (8 + 4 * np.log(2)) / 15) < 1e-8
log_integral = 2 * quad(lambda x: np.log((1 + x) / (1 - x)) / x, 0, 1)[0]
assert abs(log_integral - pi**2 / 2) < 1e-7
J_free = (4 * pi / 3) ** 2 * pi**3 * 1.2
J_block = -16 * pi**3 * (int_L2 / 2 - int_s2L)
assert abs((J_free + J_block) / J_direct - 1) < 2e-5

crossing = brentq(lambda r: g_overhauser(r) - g_yasuhara(r), 0.5, 2.0)

# --- printed numbers
print("All g(0) values and J are dimensionless; slopes c in 1/bohr")
print(f"alpha = {alpha:.6f}")
print(f"kF*rs = {1/alpha:.5f}")
print(f"first coefficient of 1/psi(0) = {first_coef}")
print(f"second coefficient of 1/psi(0) = {second_coef}"
      f" = {float(second_coef):.5f}")
print("Slopes c in g(0) = (1 - c rs)/2:")
print(f"  Overhauser, zero-energy model  {slope_zero:.4f}")
print(f"  momentum-averaged model        {slope_avg:.4f}")
print(f"  Yasuhara                       {slope_yas:.4f}")
print(f"  exact, closed form             {slope_exact:.6f}")
print(f"  exact, direct quadrature       {slope_direct:.6f}")
for name, c in (("Overhauser", slope_zero), ("averaged", slope_avg),
                ("Yasuhara", slope_yas)):
    print(f"  deviation of {name}: {100*(c/slope_exact-1):+.2f} %")
print(f"J unblocked part = {J_free:.3f}")
print(f"J blocking part  = {J_block:.3f}")
print(f"J total, direct  = {J_direct:.3f}")
print(f"integral of L^2 = {int_L2:.6f}; of s^2 L = {int_s2L:.6f}")
rs = 2.0
u_edge, slope_edge = pair_solution(rs, 0.0)
z_two = 4 * np.sqrt(alpha * rs / pi)
print("Example rs = 2 bohr:")
print(f"  kF = {1/(alpha*rs):.5f} 1/bohr")
print(f"  integral of r V = {quad(lambda r: r*potential(r, rs), 0, rs)[0]:.5f}")
print(f"  psi(0), closed form = {np.sqrt(2*g_overhauser(rs)):.5f}")
print(f"  psi(0), zero-energy solution = {1/float(slope_edge):.5f}")
print(f"  psi(rs)/psi(0), zero energy = {float(u_edge):.5f}")
print(f"  z = {z_two:.5f}, I1(z) = {iv(1, z_two):.5f}")
print("Table of g(0), rs in bohr:")
print("  rs   Overh.  zero-E  averag. Yasuh.  ladder  linear")
for rs in (0.1, 1.0, 2.0, 5.0):
    row = (g_overhauser(rs), g_zero_energy(rs), g_averaged(rs),
           g_yasuhara(rs), g_ladder(rs, True), 0.5 * (1 - slope_exact * rs))
    print(f"  {rs:3.1f} " + " ".join(f"{g:7.4f}" for g in row))
print("  (ladder = true s-wave kernel, zero hole momenta)")
print(f"closed forms cross at rs = {crossing:.4f} bohr,"
      f" g(0) = {g_overhauser(crossing):.4f}")
print(f"linear law reaches zero at rs = {1/slope_exact:.4f} bohr")
print("every check passed")
```

Printed output:

```
All g(0) values and J are dimensionless; slopes c in 1/bohr
alpha = 0.521062
kF*rs = 1.91916
first coefficient of 1/psi(0) = 3/8
second coefficient of 1/psi(0) = 383/9600 = 0.03990
Slopes c in g(0) = (1 - c rs)/2:
  Overhauser, zero-energy model  0.7500
  momentum-averaged model        0.6940
  Yasuhara                       0.6634
  exact, closed form             0.731670
  exact, direct quadrature       0.731670
  deviation of Overhauser: +2.51 %
  deviation of averaged: -5.15 %
  deviation of Yasuhara: -9.33 %
J unblocked part = 652.842
J blocking part  = -409.676
J total, direct  = 243.166
integral of L^2 = 3.087930; of s^2 L = 0.718173
Example rs = 2 bohr:
  kF = 0.95958 1/bohr
  integral of r V = 0.75000
  psi(0), closed form = 0.57143
  psi(0), zero-energy solution = 0.51913
  psi(rs)/psi(0), zero energy = 1.65569
  z = 2.30380, I1(z) = 2.10510
Table of g(0), rs in bohr:
  rs   Overh.  zero-E  averag. Yasuh.  ladder  linear
  0.1  0.4645  0.4641  0.4667  0.4681  0.4683  0.4634
  1.0  0.2645  0.2490  0.2596  0.2662  0.2762  0.1342
  2.0  0.1633  0.1347  0.1437  0.1497  0.1699 -0.2317
  5.0  0.0605  0.0289  0.0317  0.0333  0.0581 -1.3292
  (ladder = true s-wave kernel, zero hole momenta)
closed forms cross at rs = 1.1094 bohr, g(0) = 0.2494
linear law reaches zero at rs = 1.3667 bohr
every check passed
```
